Why inert dilution raises the nitriding potential of ammonia-hydrogen gas

Diluting an ammonia-hydrogen mixture with inert gas at fixed total pressure raises its nitriding potential, provided that the ratio of ammonia to hydrogen is kept and no reaction takes place in the gas. If the two active gases together make up a fraction f of the mixture, the potential is f^(−1/2) times that of the undiluted mixture. Dilution to one quarter doubles it.

The opposite belief is easy to understand. Ammonia brings the nitrogen, dilution leaves less ammonia at the surface, and a thinner reagent should act more weakly. This is sound for the initial rate of uptake in the model treated below. It fails for the potential, because hydrogen, which removes nitrogen from the solid, is thinned as well and enters the potential with a higher power than ammonia.

**The potential and its exponent**

Nitrogen enters the solid by the reaction

NH₃(gas) = [N] + (3/2) H₂(gas),

where [N] is nitrogen in the solid. The nitriding potential is defined as

K_N = p_NH3 / p_H2^(3/2).

With pressures in bar, its unit is bar^(−1/2). Let x be the ammonia share of the active gas and P the total pressure. Inert gas supplies the fraction 1 − f, so that

p_NH3 = x f P,  p_H2 = (1 − x) f P.

Inserting these pressures gives

K_N = x f P / [(1 − x) f P]^(3/2) = x (1 − x)^(−3/2) (f P)^(−1/2).

The numerator contributes one power of f and the denominator removes three halves, which leaves 1 − 3/2 = −1/2. At fixed x and P, therefore,

K_N(f) = K_N(1) f^(−1/2).

The exponent comes from counting gas molecules: one molecule of ammonia is replaced by one and a half of hydrogen. For oxidation by water vapour, H₂O = [O] + H₂, the count does not change. The corresponding ratio p_H2O/p_H2 is then unaffected by dilution, since both pressures scale as f.

Take a furnace gas at 800 K and 1 bar with x = 0.6. Undiluted, it has p_NH3 = 0.6 bar and p_H2 = 0.4 bar, so

K_N = 0.6 / 0.4^(3/2) = 2.37 bar^(−1/2).

At f = 0.25 the pressures are 0.15 and 0.10 bar, and

K_N = 0.15 / 0.10^(3/2) = 4.74 bar^(−1/2).

In the other common unit these values are 2.387 and 4.775 atm^(−1/2).

**What the potential means for the solid**

When the reaction above is at equilibrium, the chemical potentials satisfy μ_NH3 = μ_N + (3/2) μ_H2. For ideal gases μ_i = μ_i° + RT ln(p_i/p°), with p° = 1 bar. Solving for μ_N gives

μ_N = μ_NH3° − (3/2) μ_H2° + RT ln(K_N p°^(1/2)).

The first two terms depend on temperature alone. Dilution at fixed temperature thus shifts μ_N by

Δμ_N = RT ln(f^(−1/2)) = (1/2) RT ln(1/f).

For f = 0.25 and 800 K this is +4.6 kJ/mol.

A simple solid shows the effect on composition. Let nitrogen occupy independent, equivalent sites with filling θ. The mixing part of the Gibbs energy per mole of sites is RT[θ ln θ + (1 − θ) ln(1 − θ)], and its derivative with respect to θ is RT ln[θ/(1 − θ)]. Equating μ_N in solid and gas gives

θ/(1 − θ) = K_s K_N,

where K_s collects the terms that depend on temperature alone. With the model value K_s = 0.1 bar^(1/2), the right-hand side rises from 0.237 to 0.474 and the filling from 0.19 to 0.32. The filling itself does not double, because fewer sites remain empty. Minimizing the total Gibbs energy of gas and solid numerically gives the same fillings.

**Three ways of adding inert gas**

The word dilution covers different operations, and they have different results.

If inert gas replaces ammonia alone, hydrogen stays at 0.4 bar while ammonia falls to 0.15 bar. Then K_N = 0.15/0.4^(3/2) = 0.59 bar^(−1/2), a quarter of the original value. Here the opposite belief is right, but the NH₃:H₂ ratio has changed.

If inert gas is pumped into a closed vessel of fixed volume, the partial pressures of ammonia and hydrogen do not change. K_N remains 2.37 bar^(−1/2), while the total pressure rises to 4 bar for the same final f = 0.25.

If this mixture is now expanded at constant temperature back to 1 bar, every partial pressure falls by a factor of four, and K_N changes by (1/4)/(1/4)^(3/2) = 2. The two steps together are dilution at fixed total pressure. The inert gas itself does nothing to the potential; the expansion of the active gases does. The undiluted mixture at a total pressure of 0.25 bar would have the same K_N as the diluted one at 1 bar.

**When ammonia dissociates**

The rule assumes a frozen gas. Ammonia can also be lost by

NH₃ = (1/2) N₂ + (3/2) H₂.

Let a fraction α of the ammonia fed have dissociated, and let f and x now describe the feed. One mole of feed then contains

n_NH3 = f x (1 − α),
n_H2 = f (1 − x) + (3/2) f x α,
n_N2 = (1/2) f x α,
n_inert = 1 − f.

Their sum is 1 + f x α. Since p_i = n_i P/(1 + f x α), the potential is

K_N = (n_NH3 / n_H2^(3/2)) [(1 + f x α)/P]^(1/2).

At equal α, the first factor scales as f^(−1/2). Dividing by the undiluted value gives

K_N(f, α)/K_N(1, α) = [(1/f + x α)/(1 + x α)]^(1/2).

This exceeds 1 for every f below 1, so dilution still raises the potential when the degree of dissociation is held fixed. The formula also covers a feed of ammonia and inert gas without hydrogen, x = 1, if α lies between zero and one.

The gain can be lost if the diluted gas dissociates further than the undiluted one. In the example, α = 0.05 in the diluted gas lowers its K_N from 4.74 to 3.85 bar^(−1/2), a fall of 19%. At α = 0.18 it is back at the 2.37 bar^(−1/2) of the undiluted, undissociated gas. The sensitivity is large because dissociation removes ammonia and adds hydrogen, and hydrogen enters with the power 3/2. Whether the diluted gas dissociates further depends on the rate law. In a well-mixed furnace at equal feed flow, f x α is proportional to the dissociation rate. If the undiluted gas reaches α = 0.05, a rate proportional to p_NH3 leaves α almost the same and the gain near 2, whereas a rate proportional to K_N drives the diluted gas to α ≈ 0.2 and leaves a gain of only about 7%.

**The opposite limit: a fully equilibrated gas**

If the gas reaction reaches equilibrium, its constant K = p_N2^(1/2) p_H2^(3/2)/p_NH3 fixes the potential:

K_N = p_N2^(1/2)/K.

Nitrogen gas now sets the potential. With 53 kJ/mol and 115 J/(mol K) chosen as model values for the enthalpy and entropy of dissociation, K ≈ 350 bar at 800 K. Nearly all the ammonia is then gone. Setting α = 1 in the mole counts for argon dilution gives

p_N2 ≈ (1/2) f x P/(1 + f x),

and hence

K_N(f)/K_N(1) ≈ [f (1 + x)/(1 + f x)]^(1/2).

For the example this is (0.25 × 1.6/1.15)^(1/2) = 0.59. The full equilibrium calculation also gives 0.59, with K_N falling from 1.2 × 10⁻³ to 0.73 × 10⁻³ bar^(−1/2). When the equilibrated gas is almost fully dissociated, as here, argon dilution does weaken it, and the opposite belief is correct. Equilibrium alone is not enough: where dissociation adds little to the hydrogen already fed, as for the example mixture at much lower temperature, the pressures of ammonia and hydrogen stay close to those of the frozen gas and dilution still raises K_N. A feed with little or no hydrogen behaves differently even when nearly all its ammonia is intact. For x = 1 and small α, p_H2 = 3 p_N2 and p_NH3 ≈ f P, so p_N2 scales as f^(1/2) and K_N falls as f^(1/4), to about 0.71 of its value at f = 0.25.

Dilution with N₂ instead raises the equilibrated potential by a factor of 1.96, because the added gas is itself the nitrogen source. That this lies near 2 is a coincidence of the chosen composition: it comes from the ratio of N₂ pressures, not from f^(−1/2). Nitrogen may be called inert here only while its reactions are frozen.

In the example, the equilibrated potentials are smaller than the frozen ones by a factor of about two thousand or more; the factor depends strongly on x. Strong nitriding by ammonia therefore depends on the gas being far from equilibrium. Equating K_N with p_N2^(1/2)/K assigns the frozen gas a virtual nitrogen pressure (K K_N)², about 7 × 10⁵ bar before dilution and 2.8 × 10⁶ bar after it. These are ideal-gas measures of activity, not pressures present anywhere in the furnace.

**A higher potential need not mean a faster uptake**

The intuition about a thin reagent belongs to kinetics. Consider a sparsely covered surface on which ammonia loses its hydrogen atoms one by one. Let the first removal be slow, the later ones fast, and adsorbed hydrogen be in equilibrium with H₂. Transport of nitrogen into the interior is left out. Let a be the amount of surface nitrogen relative to its equilibrium amount in undiluted gas.

The forward rate is proportional to p_NH3, hence to f. Adsorbed hydrogen has an activity proportional to p_H2^(1/2), hence to f^(1/2). Fast later steps make the amount of NH proportional to a f^(1/2) and that of NH₂ to a f. The reverse of the first step joins NH₂ with another hydrogen atom, so its rate is proportional to a f^(3/2). At f = 1 and a = 1 the two rates are equal. In units of the undiluted relaxation time,

da/dt = f − f^(3/2) a.

Starting from a bare surface, the solution is

a(t) = f^(−1/2) [1 − exp(−f^(3/2) t)].

The initial rate is f and the final level f^(−1/2). At f = 0.25, uptake starts at a quarter of the undiluted rate but ends at twice the level. The two curves cross at t ≈ 5.5. A shorter experiment would find less nitrogen in the diluted gas, although its potential is higher.

The slower start depends on which step is slow. If the second hydrogen removal were the slow one, the initial rate would follow the amount of NH₂, which scales as f/f^(1/2) = f^(1/2). If the third were slow, it would follow the amount of NH, which scales as f/f = 1, and dilution would leave the initial rate unchanged. In that case da/dt = 1 − f^(1/2) a, and the diluted gas gives more nitrogen at every later time.

**When the surface loses nitrogen**

Two surface nitrogen atoms may combine and leave as N₂. This adds a loss term:

da/dt = f − f^(3/2) a − λ a².

Let a₁ be the steady level in undiluted gas, so that λ a₁² = 1 − a₁. This is also the lost share of the supply, since the supply is 1. Now put a surface with this level into diluted gas. Its net rate is

f − f^(3/2) a₁ − (1 − a₁) = a₁ (1 − f^(3/2)) − (1 − f).

The net rate decreases as a grows, so the new steady level lies above a₁ if this expression is positive, that is, if

a₁ > (1 − f)/(1 − f^(3/2)).

For f = 0.25 the right-hand side is 0.75/0.875 = 0.857. Dilution to one quarter raises the steady surface nitrogen if less than 14% of the undiluted supply is lost as N₂, and lowers it if more is lost. The corresponding λ is 0.19. At λ = 0.05 the diluted level is 1.37 times the undiluted one; at λ = 1 it is 0.71 times.

For very strong loss, f ≈ λ a², so the ratio of levels tends to f^(1/2) = 0.5; at λ = 1000 it is 0.51. The potential of the gas has doubled in all these cases, but the surface is no longer in equilibrium with it. The threshold of 14% belongs to this rate law and this f; with the second step slow the same argument gives 33%, and with the third step slow dilution raises the steady level at any loss.

**The model beside a real furnace**

A temperature of 800 K, atmospheric pressure and potentials of a few bar^(−1/2) lie in the usual range of ammonia gas nitriding. The assumption most at risk is the frozen gas, since hot walls and workpieces can catalyse dissociation; the 19% change for α = 0.05 shows its weight. Three other neglected effects are small for the example. If no second virial coefficient exceeds 50 cm³/mol in magnitude, non-ideality changes a single K_N by less than 0.6%. With a rough nitrogen flux of 2 × 10⁻⁵ mol/(m² s) through a 5 mm gas film, and rough diffusivities of 1 cm²/s for ammonia and 4 cm²/s for hydrogen, the diluted K_N at the surface is about 0.08% lower than in the bulk. This counts only nitrogen taken into the solid; ammonia decomposed on the workpiece adds to the flux, and the effect grows roughly in proportion to it. Oxygen at 10 ppm in the inert gas, fully converted to water, raises K_N by about 0.02%; whether that water oxidizes the workpiece depends on the solid.

The law cannot be followed down to f = 0. The amount of active gas shrinks with f, and eventually the solid's uptake changes the composition that was assumed fixed. For moderate dilution, the inverse square root may be used to set K_N when the NH₃:H₂ ratio at the workpiece, the temperature and the total pressure are all held constant, and f is the combined fraction of ammonia and hydrogen at the workpiece. This equals the feed value if no ammonia has dissociated; after dissociation the two generally differ. If dissociation may have changed that ratio, K_N has to be found from the partial pressures at the workpiece, not from the feed. The numerical output below lists the values for the example.

Calculated quantities

```
Temperature: 800 K
Total pressure: 1 bar
Ammonia share of active gas x: 0.6
Active fraction after dilution f: 0.25
p_NH3 undiluted: 0.6 bar
p_H2 undiluted: 0.4 bar
p_NH3 diluted: 0.15 bar
p_H2 diluted: 0.1 bar
K_N undiluted: 2.372 bar^-1/2
K_N at f = 0.5: 3.354 bar^-1/2
K_N diluted, f = 0.25: 4.743 bar^-1/2
K_N at f = 0.1: 7.5 bar^-1/2
K_N undiluted, converted: 2.387 atm^-1/2
K_N diluted, converted: 4.775 atm^-1/2
Ratio K_N diluted/undiluted: 2
Rise of mu_N: 4.611 kJ/mol
Site constant K_s (model): 0.1 bar^1/2
Site occupancy undiluted: 0.1917
Site occupancy diluted: 0.3217
Dissociation enthalpy (rough): 53 kJ/mol
Dissociation entropy (rough): 115 J/(mol K)
Equilibrium constant K: 351.9 bar
Virtual N2 pressure undiluted: 7e+05 bar
Virtual N2 pressure diluted: 2.8e+06 bar
K_N, only NH3 replaced by inert: 0.5929 bar^-1/2
K_N, inert added at fixed volume: 2.372 bar^-1/2
Total pressure in that case: 4 bar
K_N diluted, alpha = 0.05: 3.855 bar^-1/2
alpha in diluted gas cancelling gain: 0.179
Equilibrated K_N undiluted: 0.00123 bar^-1/2
Equilibrated K_N, Ar dilution: 0.000725 bar^-1/2
Equilibrated K_N, N2 dilution: 0.00241 bar^-1/2
Equilibrated ratio, Ar: 0.59
Full-dissociation formula, Ar: 0.59
Equilibrated ratio, N2: 1.96
Early uptake ratio diluted/undiluted: 0.253
Final level ratio diluted/undiluted: 2
Uptake curves cross at: 5.51 relaxation times
Surface N at equal steady levels a: 0.857
Loss parameter lambda at equality: 0.194
N2-loss share of supply at equality: 14.3 %
Stepwise level ratio at equality: 1
Level ratio, lambda = 0.05: 1.37
Level ratio, lambda = 1: 0.714
Level ratio, lambda = 1000: 0.506
Virial magnitude (rough bound): 50 cm3/mol
Non-ideality bound on K_N: 0.57 %
Nitrogen uptake flux (rough): 2e-05 mol/(m2 s)
Gas film thickness (rough): 5 mm
NH3 diffusivity (rough): 1 cm2/s
H2 diffusivity (rough): 4 cm2/s
Film effect on diluted K_N: -0.082 %
O2 in inert gas (rough): 10 ppm
p_H2O/p_H2 from that O2: 0.00015
Its effect on diluted K_N: 0.023 %
```
